# Dipolar image errors in zero-field splitting: cubic and hexagonal supercells

## What goes wrong

Take a localized triplet whose isolated zero-field splitting is 1050 MHz and put it in two periodic supercells of the same volume, 3.90 nm³. The cubic cell returns 1054 MHz and the hexagonal one 1098 MHz. The orbitals are the same in both. Read without care, the difference of 44 MHz looks like an effect of the host crystal; it comes from the shape of the supercell.

The cause is a lattice sum of point-dipole interactions. At fixed cell shape it falls off as the inverse cell volume, vanishes by symmetry in a cubic cell, and has no symmetry reason to vanish in a hexagonal one. It can be calculated beforehand from the cell vectors and subtracted.

## The tensor and its spin factor

Two electrons with spins $\mathbf s_1,\mathbf s_2$ and separation $\mathbf u=\mathbf r_1-\mathbf r_2$ interact as magnetic dipoles. Both moments are $-g\mu_B\mathbf s$, so the two minus signs cancel and

$$\frac{H}{h}=C\sum_{ab}s_{1a}K_{ab}(\mathbf u)s_{2b},\qquad K_{ab}=\frac{u^2\delta_{ab}-3u_au_b}{u^5},$$

with $C=\mu_0g^2\mu_B^2/(4\pi h)=52.04$ MHz nm³. The tensor $K$ is symmetric and traceless.

For the total spin $\mathbf S=\mathbf s_1+\mathbf s_2$,

$$\sum_{ab}S_aK_{ab}S_b=\sum_{ab}K_{ab}\left(s_{1a}s_{1b}+s_{2a}s_{2b}+s_{1a}s_{2b}+s_{2a}s_{1b}\right).$$

For one spin one-half, the symmetric part of $s_as_b$ is $\delta_{ab}/4$. The first two terms therefore give multiples of the trace of $K$, which is zero. The last two are equal, because $K$ is symmetric and different spins commute. Hence $\mathbf s_1K\mathbf s_2=\tfrac12\mathbf SK\mathbf S$, and the splitting tensor in $H/h=\mathbf S\mathsf D\mathbf S$ is

$$D_{ab}=\frac C2\langle K_{ab}\rangle .$$

If the tensor is axial, $D_{xx}=D_{yy}=-D_{zz}/2$, and

$$\mathbf S\mathsf D\mathbf S=D_{zz}\left[S_z^2-\tfrac12(\mathbf S^2-S_z^2)\right]=\tfrac32D_{zz}\left(S_z^2-\tfrac13\mathbf S^2\right).$$

The usual scalar is thus $D=\tfrac32D_{zz}=\tfrac34CK_{zz}$, where $K_{zz}$ now stands for the mean value.

## Where the images enter

Let the triplet occupy two real orthonormal orbitals $\varphi_1,\varphi_2$. Its spatial function is $[\varphi_1(\mathbf r_1)\varphi_2(\mathbf r_2)-\varphi_2(\mathbf r_1)\varphi_1(\mathbf r_2)]/\sqrt2$. On squaring, the two direct terms contribute equally, since $K(\mathbf u)=K(-\mathbf u)$. With $\rho_i=\varphi_i^2$ and $t=\varphi_1\varphi_2$, the effective pair density is

$$n(\mathbf r_1,\mathbf r_2)=\rho_1(\mathbf r_1)\rho_2(\mathbf r_2)-t(\mathbf r_1)t(\mathbf r_2).$$

Its total weight is one: each $\rho_i$ integrates to one, and $t$ integrates to zero by orthogonality.

A periodic calculation at a single k-point, such as $\Gamma$, replaces $\rho_i$ and $t$ by sums of copies on all supercell vectors $\mathbf R$. Assume that orbitals in different cells do not overlap. With one electron integrated over a cell and the other over all space, shifting the second coordinate by $\mathbf R$ turns the mean of $K(\mathbf u)$ into

$$K^{\rm per}_{ab}=\sum_{\mathbf R}\langle K_{ab}(\mathbf R+\mathbf u)\rangle .$$

The term $\mathbf R=0$ is the isolated result. The others are spurious: an electron meets copies of its partner that carry the partner's own spin variable. A real neighbouring defect would have its own spin, and its coupling would not be a splitting of this triplet.

For an orbital extent small against the cell, expand

$$K_{ab}(\mathbf R+\mathbf u)=K_{ab}(\mathbf R)+\sum_cu_c\partial_cK_{ab}+\tfrac12\sum_{cd}u_cu_d\partial_c\partial_dK_{ab}+\dots$$

The first term is multiplied by the total weight, one. The second cancels between $\mathbf R$ and $-\mathbf R$, because the derivative of an even function is odd. The third falls as $R^{-5}$. The leading error is therefore

$$\Delta D_{ab}=\frac C2S_{ab},\qquad S_{ab}=\sum_{\mathbf R\ne0}\frac{R^2\delta_{ab}-3R_aR_b}{R^5}.$$

It scales as $L^{-3}$ when all cell edges are scaled by a common length $L$. The shape and orientation of the orbitals have dropped out; the lattice of supercells alone decides it.

## Why cubic symmetry removes it

Collect the lattice vectors of one length $R$, $N$ in number, and form $M_{ab}=\sum R_aR_b$. In a simple, body-centred or face-centred cubic lattice the reflection $x\to-x$ maps this shell onto itself but reverses $M_{xy}$ and $M_{xz}$, which must be zero; $y\to-y$ does the same for $M_{yz}$. The threefold rotation $x\to y\to z\to x$ makes the diagonal elements equal. Their sum is $NR^2$, so $M_{ab}=NR^2\delta_{ab}/3$, and the shell contributes

$$\frac{NR^2\delta_{ab}-3NR^2\delta_{ab}/3}{R^5}=0 .$$

Every complete shell vanishes separately. Direct sums over spheres in the three cubic lattices, with unit cube edge, gave no element of $S$ larger than $10^{-11}$. The defect need not be cubic: it may have any axis and still gain no $L^{-3}$ term.

In a hexagonal lattice the shells are mapped onto themselves by a 60° rotation about $z$. The pair $(S_{xz},S_{yz})$ turns like a vector in the plane, by 60°, and the pair $(S_{xx}-S_{yy},2S_{xy})$ turns by 120°. Neither can stay unchanged unless it is zero. With zero trace this leaves

$$S=S_{zz}\,\mathrm{diag}\left(-\tfrac12,-\tfrac12,1\right).$$

No operation of the lattice exchanges $z$ with $x$, so nothing forces $S_{zz}$ to vanish. It can still do so at a particular $c/a$.

## Why the summation must be spherical

The terms fall as $R^{-3}$ while the number of vectors in a shell of given thickness grows as $R^2$. The sum is conditionally convergent, and its value depends on the shape of the growing region. The higher terms of the expansion converge absolutely, so the ambiguity sits in $S$ alone.

To find its size, fill a large cylinder of half-height $h$ and radius $\rho$ around the $z$ axis. Inside some large sphere use the spherical sum. Between sphere and cylinder replace the lattice by a uniform density $1/\Omega$, where $\Omega$ is the cell volume. Since $K_{zz}=-\partial_z^2(1/r)=\partial_z(z/r^3)$, the divergence theorem leaves surface integrals. The two end discs give

$$2\int_0^\rho\frac{h}{(s^2+h^2)^{3/2}}\,2\pi s\,ds=4\pi\left(1-\frac{h}{\sqrt{h^2+\rho^2}}\right).$$

On the inner sphere the normal points inward, which gives $-\int\cos^2\theta\,d\Theta=-4\pi/3$, with $d\Theta$ the element of solid angle. Together,

$$S_{zz}^{\rm cyl}-S_{zz}^{\rm sph}=\frac{4\pi}{\Omega}\left(\frac23-\frac{h}{\sqrt{h^2+\rho^2}}\right).$$

A wide slab, $\rho\gg h$, adds $8\pi/(3\Omega)$; a long needle adds $-4\pi/(3\Omega)$. Even a cubic lattice then has a nonzero sum. For a simple cubic lattice with $h=15.5$ and $\rho=60$ edges, direct summation gave 5.230 and the formula gives 5.234, in units of edge⁻³. The small rest reflects the replacement of lattice points by a uniform density near the surface.

Plane-wave calculations that drop the $\mathbf G=0$ term make the spherical choice implicitly. The Fourier transform of $1/r$ is $4\pi/G^2$, so that of $-\partial_a\partial_b(1/r)$ is $4\pi G_aG_b/G^2$. Removing the trace, which is a contact term and not part of $K$, gives

$$\hat K_{ab}(\mathbf G)=4\pi\left(\frac{G_aG_b}{G^2}-\frac{\delta_{ab}}3\right).$$

At $\mathbf G\to0$ this depends on direction, and its angular mean is zero. If $K$ is cut off at a sphere, its integral over space, which is the $\mathbf G=0$ coefficient, vanishes because the angular mean of $K$ vanishes at each radius. Dropping $\mathbf G=0$ is therefore the same as summing over spheres.

## How large it is in a hexagonal cell

A fast formula follows from summing sheet by sheet and then removing the slab term. Let $A=\sqrt3a^2/2$ be the basal area and $\Omega=Ac$.

In the sheet $z=0$ each vector gives $K_{zz}=1/R^3$. The sum converges absolutely to $M/a^3$, where

$$M=\sum_{(m,n)\ne0}(m^2+mn+n^2)^{-3/2}=11.034 .$$

For a sheet at height $z\ne0$, use the planar reciprocal vectors $\mathbf g$. The planar transform of $1/r$ is

$$\int\frac{dk}{2\pi}\frac{4\pi e^{ikz}}{g^2+k^2}=\frac{2\pi}{g}e^{-g|z|}.$$

Applying $-\partial_z^2$ multiplies it by $-g^2$, so by Poisson summation the sheet contributes $-(2\pi/A)\sum_{\mathbf g}g\,e^{-g|z|}$. The term $g=0$ vanishes: a uniform sheet has a potential linear in $|z|$. Adding the sheets $z=\pm c,\pm2c,\dots$ is a geometric series, $\sum_{n\ge1}e^{-ngc}=1/(e^{gc}-1)$, taken twice. Thus

$$S_{zz}=\frac{M}{a^3}-\frac{8\pi}{3\Omega}-\frac{4\pi}{A}\sum_{\mathbf g\ne0}\frac{g}{e^{gc}-1}.$$

This was tested against direct spherical sums at six values of $c/a$ from 0.6 to 2.0. The values of $S_{zz}a^3$ are:

| $c/a$ | 0.6 | 0.8 | 1.0 | 1.2 | 1.6 | 2.0 |
|---|---|---|---|---|---|---|
| $S_{zz}a^3$ | −14.15 | −3.03 | 0.91 | 2.87 | 4.98 | 6.20 |

The signs have a plain origin. Images above and below give $K_{zz}=-2/R^3$, and those in the basal plane give $+1/R^3$. A flat cell has close neighbours along $c$ and a negative sum; a tall cell has close neighbours in the plane and a positive one. At fixed $a$, both negative terms of the formula shrink steadily as $c$ grows, so $S_{zz}$ rises throughout and crosses zero once, at $c/a=0.937$. For very large $c/a$ it tends to $M/a^3$: lengthening $c$ alone does not remove the error, because the in-plane images stay where they are.

## A worked case

Take the round values $a=1.5$ nm and $c=2.0$ nm, so $c/a=1.33$ and $\Omega=3.897$ nm³. The three parts are

$$\frac{11.034}{3.375}=3.269,\qquad-\frac{8.378}{3.897}=-2.150,\qquad-0.012\ \text{nm}^{-3},$$

with sum $S_{zz}=1.108$ nm⁻³. A single sharp sphere of radius 30 nm gives 1.109 nm⁻³. The leading shift of a triplet with its axis along $c$ is

$$\Delta D=\tfrac34\times52.04\times1.108=43.2\ \text{MHz}.$$

To see whether a full supercell calculation shows this shift, choose $\varphi_1\propto xe^{-\alpha r^2}$ and $\varphi_2\propto ye^{-\alpha r^2}$ with $\alpha=20$ nm⁻². Write $\mathbf r_{1,2}=\mathbf X\pm\mathbf u/2$. Then

$$x_1y_2-y_1x_2=Yu_x-Xu_y,\qquad r_1^2+r_2^2=2X^2+\tfrac12u^2,$$

where $X,Y$ in the first relation are components of $\mathbf X$ and $X^2$ in the second is its squared length. After squaring and integrating over $\mathbf X$, the cross term is odd and drops out. The normalized density of separations is

$$p(\mathbf u)=\alpha\left(\frac\alpha\pi\right)^{3/2}(u_x^2+u_y^2)e^{-\alpha u^2}.$$

The isolated mean follows from $K_{zz}=(1-3\cos^2\theta)/u^3$. The angular integral of $\sin^2\theta(1-3\cos^2\theta)$ is $2\pi(2-\tfrac83+\tfrac65)=16\pi/15$, and the radial one is $\int_0^\infty ue^{-\alpha u^2}du=1/(2\alpha)$. Hence

$$K_{zz}=\frac{8\alpha^{3/2}}{15\sqrt\pi}=26.91\ \text{nm}^{-3},\qquad D=1050.5\ \text{MHz}.$$

The next image term can also be found. The second moments are $\langle u_x^2\rangle=\langle u_y^2\rangle=1/\alpha$ and $\langle u_z^2\rangle=1/(2\alpha)$: an isotropic part $1/\alpha$, and $-1/(2\alpha)$ along $z$. The isotropic part multiplies $\nabla^2K_{zz}$, which is zero away from the origin. What remains is

$$-\frac1{4\alpha}\partial_z^2K_{zz}=\frac1{4\alpha}\partial_z^4\frac1R=\frac{6}{\alpha}\frac{P_4(\cos\theta)}{R^5}.$$

The last step uses $1/|\mathbf R+t\hat{\mathbf z}|=\sum_n(-t)^nP_n/R^{n+1}$, whose $t^4$ coefficient is the fourth derivative divided by 24. For this model the series ends here. Away from its singularity $K$ is harmonic, so a Taylor term of order $n$ has angular momentum $l=n$, while $p$ contains $l=0$ and $l=2$. What is left out is exponentially small overlap.

Calculations from the periodic orbitals on a grid, with $\mathbf G=0$ dropped, agree with this account:

| | Hexagonal | Cubic |
|---|---|---|
| Isolated $D$ (MHz) | 1050.5 | 1050.5 |
| $L^{-3}$ shift | 43.2 | 0 |
| $L^{-5}$ shift | 4.1 | 3.8 |
| Supercell $D$ | 1097.7 | 1054.2 |

The hexagonal error is 4.5% of the isolated $D$, and the point-dipole term alone is 4.1% of it. Subtracting that term leaves 1054.5 MHz, almost the cubic result. Neither is the isolated value: cubic symmetry removes the rank-two sum, but not the sum of $P_4/R^5$. That sum depends on the defect axis. The table takes the axis along a cube edge; along a body diagonal the cubic $L^{-5}$ shift is $-2/3$ times as large, about −2.5 MHz.

## Defects tilted from the hexagonal axis

If the defect axis $\mathbf n$ makes an angle $\theta$ with $c$, the projected sum is

$$\mathbf nS\mathbf n=S_{zz}\left(\cos^2\theta-\tfrac12\sin^2\theta\right)=S_{zz}P_2(\cos\theta).$$

To first order, $D$ shifts by $\Delta D\,P_2(\cos\theta)$, where $\Delta D$ is the value for $\theta=0$. The two directions normal to $\mathbf n$ also become unequal. The one in the plane of $\mathbf n$ and $c$ has $S_{zz}(\sin^2\theta-\tfrac12\cos^2\theta)$, the other $-S_{zz}/2$; they differ by $\tfrac32S_{zz}\sin^2\theta$. Half the difference of the corresponding $D_{ab}$ is a false rhombic parameter

$$|E|=\frac C2\cdot\frac34|S_{zz}|\sin^2\theta=\tfrac12|\Delta D|\sin^2\theta .$$

For a tetrahedral bond with $\cos\theta=1/3$ in magnitude, $P_2=-1/3$ and $\sin^2\theta=8/9$. The example cell then lowers $D$ by about 14 MHz and creates $|E|\approx19$ MHz in a defect that has none. Such an $E$ is easily misread as a real loss of axial symmetry.

A tilted case was tested with the axis along the Cartesian direction (1,2,3). Let $\Delta_1$ be the error of $K$ in the original cell and $\Delta_s$ that in a cell with edges $s=1.25$ times longer. If $\Delta_1=A+B$ and $\Delta_s=A/s^3+B/s^5$, then

$$A=\frac{s^5\Delta_s-\Delta_1}{s^2-1}.$$

The extracted $L^{-3}$ tensor equalled $S$ in the hexagonal cell, with $A_{zz}=1.108$ nm⁻³. In the cubic cell its largest element was $10^{-7}$ nm⁻³.

## Many electrons and real defects

In a restricted calculation the closed shells drop out, because each pairing of an electron with a closed-shell orbital occurs once with parallel and once with antiparallel spin, with opposite signs. Unrestricted orbitals change the weight. In the usual sum over antisymmetrized pairs, a parallel pair has weight $+1$ and an antiparallel pair $-(1-|O_{ij}|^2)$, where $O_{ij}$ is the overlap of the spatial orbitals. For $N_\uparrow=N_\downarrow+2$ the total is

$$\tfrac12\left[(N_\uparrow-N_\downarrow)^2-N_\uparrow-N_\downarrow\right]+\sum_{ij}|O_{ij}|^2=1-N_\downarrow+\sum_{ij}|O_{ij}|^2 .$$

Since $\langle\mathbf S^2\rangle=2+N_\downarrow-\sum|O_{ij}|^2$ for such a determinant, the weight is $1-\delta$ with $\delta=\langle\mathbf S^2\rangle-2$. A contamination of 0.02 changes the leading term of 43.2 MHz by −0.9 MHz, provided the spin polarization is itself localized. The higher image terms depend on where the polarized spin sits, and they can change by several MHz.

The example lies in the regime of divacancies in silicon carbide, whose splitting is roughly 1.3 GHz. The Gaussian orbitals are a stand-in for dangling bonds, so the model's 1050 MHz is no prediction. The 43 MHz carries over better, since it depends on the cell and not on the orbitals; it would be about 3% of 1.3 GHz. Real orbitals have exponential tails. For a level 1 eV deep and the free-electron mass, the decay factor $e^{-\kappa R}$ is about $5\times10^{-4}$ at $R=1.5$ nm. The overlap is much larger than this: for two simple exponentials it is $e^{-\kappa R}(1+\kappa R+\kappa^2R^2/3)\approx0.013$. The periodic densities contain terms linear in the overlap, so in a cell this small it can change $D$ by ten MHz or more, which is not negligible beside the image shift. The Gaussian model hides this error, and the dipole correction does not remove it; a larger cell reduces it. For a shallow or band-like triplet the expansion in $\mathbf u$ fails as well.

Other omissions affect the isolated value. With a rough spin-orbit coupling of 0.1 meV and a gap of 1 eV, the second-order contribution is of order 2 MHz. If the orbitals expanded with the lattice at a rough $4\times10^{-6}$ K⁻¹, heating by 300 K would lower $D$ by 4 MHz through expansion alone; lattice vibrations can add a larger shift. These two rough estimates are well below the uncorrected hexagonal error and comparable with the $L^{-5}$ term, but they do not bound the full temperature dependence.

## What to do

1. **Find the convention.** The correction applies to a periodic kernel with $\mathbf G=0$ dropped and a single k-point. When the pair sum runs over a k-point mesh, the direct term couples the whole spin density to its copies on every supercell vector, with weight two, while the exchange term, with weight minus one, repeats only on the larger lattice set by the mesh. The leading term is then $(C/2)(2S_{ab}-S'_{ab})$, where $S'$ is the sum for that larger lattice. A $2\times2\times2$ mesh has $S'=S/8$ and raises the 43 MHz of the example to 81 MHz; a $1\times1\times2$ mesh gives even the cubic cell a leading shift of about −49 MHz. If the kernel is cut at a radius larger than every electron separation in the defect but smaller than every distance to an image electron, there is no image term to subtract.
2. **Choose the shape.** Use a cubic supercell where the host permits one. For a hexagonal supercell, a ratio near $c/a=0.94$ suppresses the leading term. Other shapes, including orthorhombic cells of a hexagonal host, need their own $S_{ab}$.
3. **Subtract the tensor.** Remove $(C/2)S_{ab}$ before diagonalizing, so that the leading false contributions to both $D$ and $E$ go.
4. **Extrapolate what remains.** At fixed shape, fit the corrected values to $L^{-5}$, but only in cells large enough that orbital overlap is negligible and with the defect geometry held fixed. Overlap errors decay exponentially, and elastic interaction between relaxed defects can add its own $L^{-3}$ change. Enlarging the edges by 1.25 without correction still leaves 22 MHz of the leading shift here, although the cell volume has nearly doubled.

The numerical output below lists the inputs and intermediate values.

## Calculated quantities

```
dipolar constant C = 52.041 MHz nm^3
orbital exponent alpha = 20.0 nm^-2
rms electron separation = 0.354 nm
hexagonal cell a = 1.50 nm, c = 2.00 nm, c/a = 1.3333
cell volume = 3.8971 nm^3
cubic cell of equal volume, edge = 1.5737 nm
largest |S_ab| in sc, bcc, fcc (edge 1) = 9.8e-12
cylinder half-height = 15.5, radius = 60.0 edges
sc cylinder S_zz, direct sum = 5.230 edge^-3
sc cylinder S_zz, shape law = 5.234 edge^-3
wide-slab shape term 8 pi/3 = 8.3776 edge^-3
hexagonal sheet constant M = 11.03418
c/a = 0.6: S_zz a^3 = -14.1514
c/a = 0.8: S_zz a^3 = -3.0274
c/a = 1.0: S_zz a^3 = 0.9095
c/a = 1.2: S_zz a^3 = 2.8679
c/a = 1.6: S_zz a^3 = 4.9824
c/a = 2.0: S_zz a^3 = 6.1971
special c/a with S_zz = 0: 0.93734
example S_zz, own sheet = 3.2694 nm^-3
example S_zz, slab-to-sphere term = -2.1497 nm^-3
example S_zz, other sheets = -0.01180 nm^-3
example S_zz, averaged spheres = 1.1079 nm^-3
example S_zz, one sphere of 30 nm = 1.1088 nm^-3
K_zz isolated = 26.9134 nm^-3
K_zz hexagonal supercell = 28.1250 nm^-3
K_zz cubic supercell = 27.0100 nm^-3
D isolated = 1050.45 MHz
D hexagonal supercell = 1097.74 MHz
D cubic supercell = 1054.22 MHz
leading image shift of D, hexagonal = 43.24 MHz
the same relative to isolated D = 4.12 %
D hexagonal after subtracting it = 1054.50 MHz
L^-5 shift of D, hexagonal = 4.05 MHz
L^-5 shift of D, cubic = 3.77 MHz
leading shift, edges x 1.25 = 22.14 MHz
tilted defect, L^-3 zz part, hexagonal = 1.1079 nm^-3
tilted defect, largest L^-3 part, cubic = 1.0e-07 nm^-3
rough spin contamination = 0.02
its change of the leading shift = -0.86 MHz
rough level depth = 1.0 eV, decay = 5.12 nm^-1
orbital tail factor exp(-kappa a) = 4.6e-04
rough spin-orbit coupling = 0.1 meV, gap = 1.0 eV
second-order spin-orbit size = 2.42 MHz
rough expansion = 4e-06 K^-1, heating = 300 K
fall of D if orbitals expand with lattice = 3.78 MHz
```
